# Reading a phonon scattering law from the long-path conductivity tail: a program that tests the result

```python
"""
Result under test: for classical 3D Debye phonons, a conductivity deficit
D(path) = c * path**(-p) implies a scattering rate A * omega**n, n = 3/(1+p).

D      fraction of conductivity carried by free paths longer than 'path'
p      decay exponent of D;  n  frequency exponent of the scattering rate
A      rate prefactor;  omega  angular frequency;  k  wavevector magnitude
Three acoustic branches; each mode holds the classical heat capacity k_B.
"""
import numpy as np
from scipy.constants import k as k_B, hbar, pi
from scipy.integrate import quad
from scipy.optimize import brentq


def exponent_from_decay(p):
    return 3.0 / (1.0 + p)


def decay_from_two(d_short, d_long, path_short, path_long):
    return np.log(d_short / d_long) / np.log(path_long / path_short)


# ---- Test: explicit sum over a cubic lattice of wavevectors (one octant)
cells = 160
axis_sq = ((np.arange(cells) + 0.5) / cells) ** 2
radius = np.sqrt(axis_sq[:, None, None] + axis_sq[None, :, None]
                 + axis_sq[None, None, :]).ravel()
radius = radius[radius <= 1.0]
lattice_rows = []
for n_true in (1.0, 1.5, 2.0):
    mode_path = radius ** (-n_true)
    total = mode_path.sum()
    cut_short, cut_long = 0.9 ** (-n_true), 0.3 ** (-n_true)
    far_short, far_long = mode_path > cut_short, mode_path > cut_long
    d_short = mode_path[far_short].sum() / total
    d_long = mode_path[far_long].sum() / total
    p_sum = decay_from_two(d_short, d_long, cut_short, cut_long)
    count_exp = decay_from_two(far_short.sum(), far_long.sum(),
                               cut_short, cut_long)
    n_sum = exponent_from_decay(p_sum)
    assert abs(n_sum - n_true) < 0.02      # lattice discreteness near k = 0
    assert abs(d_long / cut_long ** (-(3 / n_true - 1)) - 1) < 0.02
    assert abs(count_exp - 3 / n_true) < 0.02
    lattice_rows.append((n_true, p_sum, count_exp, n_sum))
del radius, mode_path, far_short, far_long


# ---- Test: inversion identity for a rate that is not a pure power law
def mixed_path(w):
    return 1.0 / (w ** 2 + w ** 3)


def mixed_frequency(path):
    return np.exp(brentq(lambda y: np.log(mixed_path(np.exp(y)) / path),
                         -45.0, 10.0))


def mixed_tail(path):
    w_end = mixed_frequency(path)
    return quad(lambda w: w ** 2 * mixed_path(w), 0.0, w_end,
                epsabs=0, epsrel=1e-9)[0]


for path in (0.3, 2.0, 50.0):
    # the integral of tail/x^2 from path to infinity, with x = path/s
    remainder = quad(lambda s: mixed_tail(path / s), 0.0, 1.0,
                     epsrel=1e-7)[0] / path
    cube_from_tail = 3 * (mixed_tail(path) / path - remainder)
    assert abs(cube_from_tail / mixed_frequency(path) ** 3 - 1) < 1e-4


def mixed_local_n(path):
    return exponent_from_decay(decay_from_two(
        mixed_tail(path), mixed_tail(2 * path), path, 2 * path))


n_far, n_near = mixed_local_n(1e6), mixed_local_n(0.3)
assert abs(n_far - 2) < 0.005 and abs(n_near - 2) > 0.1


# ---- Test: conductivity gained per decade of low-frequency cutoff
def decade_gain(n, decade):
    return quad(lambda w: w ** (2 - n), 10.0 ** (-decade - 1),
                10.0 ** (-decade))[0]


gain_ratio_3 = decade_gain(3.0, 4) / decade_gain(3.0, 1)
gain_ratio_25 = decade_gain(2.5, 4) / decade_gain(2.5, 1)
assert abs(gain_ratio_3 - 1) < 1e-6 and gain_ratio_25 < 0.1

# ---- Worked example: rough silicon regime, chosen round deficits
temperature, kappa, speed = 300.0, 140.0, 6400.0
lattice_const = 0.543e-9
path_1, path_2, path_mid = 1e-6, 16e-6, 4e-6
deficit_1, deficit_2 = 0.40, 0.10
p = decay_from_two(deficit_1, deficit_2, path_1, path_2)
n = exponent_from_decay(p)
omega_cubed = (6 * pi ** 2 * speed ** 2 * kappa / k_B
               * p / (1 + p) * deficit_1 / path_1)
omega_1 = omega_cubed ** (1 / 3)
A = speed / (path_1 * omega_1 ** n)
k_debye = (6 * pi ** 2 * 4 / lattice_const ** 3) ** (1 / 3)
mass_variance, wafer = 2e-4, 500e-6
defect_B = lattice_const ** 3 / 8 * mass_variance / (4 * pi * speed ** 3)


def tail_conductivity(path_cut, speeds=(speed,) * 3, quantum=False,
                      dispersion=False, defects=False, boundary=False):
    """Conductivity, W/(m K), of modes with free path above path_cut."""
    result = 0.0
    for v in speeds:
        def mode(k):
            if dispersion:
                angle = pi * k / (2 * k_debye)
                w = 2 * v * k_debye / pi * np.sin(angle)
                group = v * np.cos(angle)
            else:
                w, group = v * k, v
            rate = A * w ** n + (defect_B * w ** 4 if defects else 0.0)
            inverse_path = rate / group + (1 / wafer if boundary else 0.0)
            return w, group, 1 / inverse_path

        k_top = k_debye * (1 - 1e-9)
        if mode(k_top)[2] >= path_cut:
            k_end = k_top
        else:
            k_end = brentq(lambda k: mode(k)[2] / path_cut - 1,
                           1e-6 * k_debye, k_top)

        def integrand(u):
            k = u * k_end
            w, group, free_path = mode(k)
            half = hbar * w / (2 * k_B * temperature)
            heat = (half / np.sinh(half)) ** 2 if quantum else 1.0
            return k_B * heat * k ** 2 * group * free_path / (6 * pi ** 2)

        result += k_end * quad(integrand, 0.0, 1.0, epsabs=0,
                               epsrel=1e-8, limit=200)[0]
    return result


def apparent_n(**effects):
    return exponent_from_decay(decay_from_two(
        tail_conductivity(path_1, **effects),
        tail_conductivity(path_2, **effects), path_1, path_2))


tail_1, tail_2 = tail_conductivity(path_1), tail_conductivity(path_2)
tail_mid = tail_conductivity(path_mid)
assert abs(tail_1 / (kappa * deficit_1) - 1) < 1e-6
assert abs(tail_2 / (kappa * deficit_2) - 1) < 1e-6
deficit_mid = deficit_1 * (path_mid / path_1) ** (-p)
assert abs(tail_mid / kappa / deficit_mid - 1) < 1e-6

step = 1e-5
slope = (exponent_from_decay(p + step)
         - exponent_from_decay(p - step)) / (2 * step)
assert abs(slope + n ** 2 / 3) < 1e-6

# Continue the inferred law beyond the range where it was measured
path_exhaust = path_1 * deficit_1 ** (1 / p)
freq_exhaust = (speed / (A * path_exhaust)) ** (1 / n) / (2 * pi)
assert abs(tail_conductivity(path_exhaust) / kappa - 1) < 1e-6
kappa_extended = tail_conductivity(0.0)
assert kappa_extended > kappa

# Neglected effects, each fed through the same two-point inference
branch_speeds = (8400.0, 5800.0, 5800.0)
n_branches = apparent_n(speeds=branch_speeds)
assert abs(n_branches - n) < 1e-6
branch_ratio = tail_conductivity(path_1, speeds=branch_speeds) / tail_1
n_quantum = apparent_n(quantum=True)
n_dispersion = apparent_n(dispersion=True)
n_defects = apparent_n(defects=True)
n_boundary = apparent_n(boundary=True)
n_all = apparent_n(quantum=True, dispersion=True, defects=True,
                   boundary=True)
assert abs(n_boundary - n) > max(abs(n_quantum - n),
                                 abs(n_dispersion - n), abs(n_defects - n))
n_low = exponent_from_decay(decay_from_two(
    deficit_1, 0.9 * deficit_2, path_1, path_2))
n_high = exponent_from_decay(decay_from_two(
    deficit_1, 1.1 * deficit_2, path_1, path_2))
x_1 = hbar * omega_1 / (k_B * temperature)
heat_1 = (x_1 / 2 / np.sinh(x_1 / 2)) ** 2
omega_thz = 2 * pi * 1e12

print("LATTICE SUM: true n, p, mode-count exponent, inferred n")
for row in lattice_rows:
    print("  %.1f  %.3f  %.3f  %.3f" % row)
print("MIXED RATE w^2 + w^3 (dimensionless)")
print(f"  inferred n at path 1e6: {n_far:.4f}")
print(f"  inferred n at path 0.3: {n_near:.3f}")
print("CONDUCTIVITY GAIN, fifth decade / second decade of cutoff")
print(f"  n = 3: {gain_ratio_3:.3f};  n = 2.5: {gain_ratio_25:.4f}")
print("EXAMPLE INPUTS (rough silicon regime)")
print(f"  temperature: {temperature:.0f} K")
print(f"  conductivity: {kappa:.0f} W/(m K)")
print(f"  sound speed: {speed:.0f} m/s")
print(f"  lattice constant: {lattice_const*1e9:.3f} nm")
print(f"  deficit at {path_1*1e6:.0f} um: {deficit_1:.2f}")
print(f"  deficit at {path_2*1e6:.0f} um: {deficit_2:.2f}")
print("EXAMPLE RESULTS")
print(f"  decay exponent p: {p:.4f}")
print(f"  scattering exponent n: {n:.4f}")
print(f"  wrong exponent 3/p: {3/p:.3f}")
print(f"  omega^3 at 1 um: {omega_cubed:.4e} (rad/s)^3")
print(f"  omega at 1 um: {omega_1:.4e} rad/s")
print(f"  frequency at 1 um: {omega_1/(2*pi)/1e12:.3f} THz")
print(f"  scattering rate at 1 um: {speed/path_1:.3e} 1/s")
print(f"  prefactor A: {A:.3e} s")
print(f"  path at 1 THz: {speed/(A*omega_thz**n)*1e6:.2f} um")
print(f"  deficit predicted at 4 um: {deficit_mid:.3f}")
print(f"  tail conductivity above 1 um: {tail_1:.2f} W/(m K)")
print(f"  tail conductivity above 16 um: {tail_2:.2f} W/(m K)")
print(f"  slope dn/dp: {slope:.4f}")
print("LAW CONTINUED TO SHORT PATHS")
print(f"  deficit reaches 1 at path: {path_exhaust*1e9:.1f} nm")
print(f"  frequency there: {freq_exhaust/1e12:.2f} THz")
print(f"  Debye cutoff: {speed*k_debye/(2*pi)/1e12:.2f} THz")
print(f"  conductivity to cutoff: {kappa_extended:.1f} W/(m K)")
print("NEGLECTED EFFECTS: apparent n")
print(f"  quantum heat capacity: {n_quantum:.4f}")
print(f"  sine dispersion: {n_dispersion:.4f}")
print(f"  point defects, variance {mass_variance:.0e}: {n_defects:.4f}")
print(f"  boundary, {wafer*1e6:.0f} um wafer: {n_boundary:.4f}")
print(f"  all four together: {n_all:.4f}")
print("  branch speeds: %.0f, %.0f, %.0f m/s" % branch_speeds)
print(f"  unequal branch speeds: {n_branches:.4f}")
print(f"  their tail above 1 um / equal-speed tail: {branch_ratio:.4f}")
print(f"  deficit at 16 um 10% lower: {n_low:.3f}")
print(f"  deficit at 16 um 10% higher: {n_high:.3f}")
print(f"  quantum/classical heat capacity at 1 um: {heat_1:.4f}")
print("no test failed")
```

Printed output:

```
LATTICE SUM: true n, p, mode-count exponent, inferred n
  1.0  2.000  3.000  1.000
  1.5  1.000  2.000  1.500
  2.0  0.503  1.500  1.996
MIXED RATE w^2 + w^3 (dimensionless)
  inferred n at path 1e6: 2.0006
  inferred n at path 0.3: 2.339
CONDUCTIVITY GAIN, fifth decade / second decade of cutoff
  n = 3: 1.000;  n = 2.5: 0.0316
EXAMPLE INPUTS (rough silicon regime)
  temperature: 300 K
  conductivity: 140 W/(m K)
  sound speed: 6400 m/s
  lattice constant: 0.543 nm
  deficit at 1 um: 0.40
  deficit at 16 um: 0.10
EXAMPLE RESULTS
  decay exponent p: 0.5000
  scattering exponent n: 2.0000
  wrong exponent 3/p: 6.000
  omega^3 at 1 um: 3.2794e+39 (rad/s)^3
  omega at 1 um: 1.4857e+13 rad/s
  frequency at 1 um: 2.365 THz
  scattering rate at 1 um: 6.400e+09 1/s
  prefactor A: 2.899e-17 s
  path at 1 THz: 5.59 um
  deficit predicted at 4 um: 0.200
  tail conductivity above 1 um: 56.00 W/(m K)
  tail conductivity above 16 um: 14.00 W/(m K)
  slope dn/dp: -1.3333
LAW CONTINUED TO SHORT PATHS
  deficit reaches 1 at path: 160.0 nm
  frequency there: 5.91 THz
  Debye cutoff: 11.61 THz
  conductivity to cutoff: 274.9 W/(m K)
NEGLECTED EFFECTS: apparent n
  quantum heat capacity: 2.0018
  sine dispersion: 2.0142
  point defects, variance 2e-04: 2.0034
  boundary, 500 um wafer: 1.8926
  all four together: 1.9106
  branch speeds: 8400, 5800, 5800 m/s
  unequal branch speeds: 2.0000
  their tail above 1 um / equal-speed tail: 0.9913
  deficit at 16 um 10% lower: 1.951
  deficit at 16 um 10% higher: 2.047
  quantum/classical heat capacity at 1 um: 0.9882
no test failed
```
